# Pluvinage's helium function: neglected cross terms and the optimal wave number: verification in Python

```python
# Result under test: for helium, psi = exp(-Z(r1+r2)) f(r12), where f solves
# f'' + 2f'/r - f/r + k^2 f = 0, f(0)=1, has full-Hamiltonian energy
# E = -Z^2 + k^2 + <C>, C being the mixed-derivative terms of the kinetic energy.
# Its minimum over k is near -2.878 hartree. Atomic units; kappa means k^2;
# r1, r2 are electron-nucleus distances, r12 is the electron-electron distance.
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.constants import physical_constants
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from scipy.special import eval_genlaguerre
from pyscf import gto, scf

Z = 2.0
a = 2 * Z


def coulomb_wave(r, kappa):
    """Regular repulsive wave and its derivative from the power series."""
    r = np.asarray(r, dtype=float)
    previous, current = np.ones_like(r), r / 2
    value, r_derivative = previous + current, current.copy()
    for n in range(1, 110):
        following = (r * current - kappa * r**2 * previous) / ((n + 1) * (n + 2))
        value = value + following
        r_derivative = r_derivative + (n + 1) * following
        previous, current = current, following
    return value, r_derivative / r


# One-dimensional quadrature for integrals containing exp(-a r)
x_nodes, x_weights = np.polynomial.laguerre.laggauss(40)
r_nodes, r_weights = x_nodes / a, x_weights / a
pair_weight = r_weights * r_nodes**2 * (a**2 * r_nodes**2 + 3 * a * r_nodes + 3)


def energy_parts(kappa):
    f, df = coulomb_wave(r_nodes, kappa)
    norm = np.sum(pair_weight * f**2)
    cross = np.sum(r_weights * a**2 * r_nodes**3 * (1 + a * r_nodes) * f * df) / norm
    gradient = np.sum(pair_weight * df**2) / norm
    repulsion = np.sum(pair_weight * f**2 / r_nodes) / norm
    return -Z**2 + kappa + cross, cross, gradient, repulsion


optimum = minimize_scalar(lambda q: energy_parts(q)[0], bounds=(-0.3, 1.0),
                          method="bounded", options={"xatol": 1e-10})
kappa_best = optimum.x
assert kappa_best > 0
k_best = np.sqrt(kappa_best)
energy, cross_mean, gradient_mean, repulsion_mean = energy_parts(kappa_best)
assert abs(energy + 2.878) < 1e-3
scan = [-0.1, 0.0, 0.1, 0.2, 0.3, 0.5]
scan_energies = [energy_parts(q)[0] for q in scan]
assert min(scan_energies) >= energy - 1e-10
for q in scan + [kappa_best]:
    total, _, grad, rep = energy_parts(q)
    assert abs(total - (-Z**2 + grad + rep)) < 1e-9

# Symbolic test of the distance-coordinate kinetic operator
xyz = sp.symbols("x1 y1 z1 x2 y2 z2", real=True)
d1, d2, d12 = sp.symbols("d1 d2 d12", positive=True)
F = sp.exp(-sp.Rational(6, 5) * d1 - d2 * d12 / 3) + d1 * d12**2
distances = {d1: sp.sqrt(sum(q**2 for q in xyz[:3])),
             d2: sp.sqrt(sum(q**2 for q in xyz[3:])),
             d12: sp.sqrt(sum((xyz[i] - xyz[i + 3])**2 for i in range(3)))}
point = dict(zip(xyz, [sp.Rational(n, 10) for n in (7, -4, 9, -3, 8, 5)]))
F_cartesian = F.subs(distances)
kinetic_cartesian = -sum(sp.diff(F_cartesian, q, 2) for q in xyz) / 2
cos1 = (d1**2 + d12**2 - d2**2) / (2 * d1 * d12)
cos2 = (d2**2 + d12**2 - d1**2) / (2 * d2 * d12)
separate = (-(sp.diff(F, d1, 2) + 2 * sp.diff(F, d1) / d1) / 2
            - (sp.diff(F, d2, 2) + 2 * sp.diff(F, d2) / d2) / 2
            - (sp.diff(F, d12, 2) + 2 * sp.diff(F, d12) / d12))
mixed = -cos1 * sp.diff(F, d1, d12) - cos2 * sp.diff(F, d2, d12)
point_distances = {s: e.subs(point) for s, e in distances.items()}
operator_error = abs(float(sp.N(kinetic_cartesian.subs(point), 25)
                           - sp.N((separate + mixed).subs(point_distances), 25)))
assert operator_error < 1e-12

# Closed form and cusp of the Coulomb wave
eta = 1 / (2 * k_best)


def closed_wave(r):
    return mp.exp(-1j * k_best * r) * mp.hyp1f1(1 - 1j * eta, 2, 2j * k_best * r)


for r in (0.2, 1.0, 4.0, 12.0):
    assert abs(complex(closed_wave(r)) - float(coulomb_wave(r, kappa_best)[0])) < 1e-9
cusp = float(mp.re(mp.diff(closed_wave, 0)))
assert abs(cusp - 0.5) < 1e-7

# Long-range form against direct integration of u'' = (1/r - k^2)u, u = r f
f_start, df_start = coulomb_wave(1.0, kappa_best)
solution = solve_ivp(lambda r, y: [y[1], (1 / r - kappa_best) * y[0]], (1, 400),
                     [float(f_start), float(f_start + df_start)], method="DOP853",
                     rtol=1e-10, atol=1e-11, dense_output=True)
phase_shift = float(mp.arg(mp.gamma(1 + 1j * eta)))
C0 = np.sqrt(2 * np.pi * eta / np.expm1(2 * np.pi * eta))


def asymptotic_error(start, stop):
    r = np.linspace(start, stop, 1500)
    sine = np.sin(k_best * r - eta * np.log(2 * k_best * r) + phase_shift)
    return np.max(np.abs(solution.sol(r)[0] * C0 * k_best - sine))


near_error, far_error = asymptotic_error(180, 200), asymptotic_error(360, 400)
# The leading correction falls as 1/r, so doubling r should halve the error.
assert far_error < 0.015 and 1.7 < near_error / far_error < 2.3


def perimetric_grid(decay, count):
    """Quadrature points for exp(-decay(r1+r2)) with the triangle condition."""
    x, w = np.polynomial.laguerre.laggauss(count)
    X, Y, T = np.meshgrid(x, x, x, indexing="ij")
    weights = (w[:, None, None] * w[None, :, None] * w[None, None, :]).ravel()
    u, v, t = (2 * X / decay).ravel(), (2 * Y / decay).ravel(), (T / decay).ravel()
    r1, r2, r12 = (v + t) / 2, (u + t) / 2, (u + v) / 2
    return r1, r2, r12, weights * r1 * r2 * r12


def cartesian_psi(X, kappa):
    r1 = np.linalg.norm(X[:, :3], axis=1)
    r2 = np.linalg.norm(X[:, 3:], axis=1)
    r12 = np.linalg.norm(X[:, :3] - X[:, 3:], axis=1)
    return np.exp(-Z * (r1 + r2)) * coulomb_wave(r12, kappa)[0]


def hamiltonian_on_psi(r1, r2, r12, kappa):
    """Full H acting on psi, by finite differences in six Cartesian coordinates."""
    cosine = np.clip((r1**2 + r2**2 - r12**2) / (2 * r1 * r2), -1, 1)
    X = np.zeros((len(r1), 6))
    X[:, 2] = r1
    X[:, 3] = r2 * np.sqrt(1 - cosine**2)
    X[:, 5] = r2 * cosine
    h = 1e-3 * np.minimum(np.minimum(r1, r2), r12)
    psi = cartesian_psi(X, kappa)
    laplacian = np.zeros_like(psi)
    for axis in range(6):
        shift = np.zeros_like(X)
        shift[:, axis] = h
        laplacian += (cartesian_psi(X + shift, kappa) + cartesian_psi(X - shift, kappa)
                      - 2 * psi) / h**2
    return -laplacian / 2 + (-Z / r1 - Z / r2 + 1 / r12) * psi, psi


def cross_ratio(r1, r2, r12, kappa):
    cosine = (r1**2 + r2**2 - r12**2) / (2 * r1 * r2)
    f, df = coulomb_wave(r12, kappa)
    return Z * (r1 + r2) * (1 - cosine) / r12 * df / f


# Pointwise test of the neglected term
random = np.random.default_rng(4)
p1, p2 = random.uniform(0.4, 2.0, (2, 30))
angle = random.uniform(0.5, 2.9, 30)
p12 = np.sqrt(p1**2 + p2**2 - 2 * p1 * p2 * np.cos(angle))
H_psi, psi = hamiltonian_on_psi(p1, p2, p12, kappa_best)
residual = H_psi / psi - (kappa_best - Z**2)
cross_error = np.max(np.abs(residual - cross_ratio(p1, p2, p12, kappa_best)))
assert cross_error < 1e-4  # finite-difference truncation and rounding

# Three-dimensional expectation value with no use of the reduced weight
g1, g2, g12, grid_weight = perimetric_grid(a, 14)
direct_errors = []
for q in (-0.1, kappa_best, 0.4):
    H_psi, psi = hamiltonian_on_psi(g1, g2, g12, q)
    unweighted = grid_weight * np.exp(a * (g1 + g2))
    direct = np.sum(unweighted * psi * H_psi) / np.sum(unweighted * psi**2)
    direct_errors.append(abs(direct - energy_parts(q)[0]))
    if q == kappa_best:
        direct_energy = direct
assert max(direct_errors) < 1e-4  # finite-difference Laplacian near coalescence


# Best possible f(r12) with the same orbital exponents
def best_correlation_factor(size):
    B = np.array([eval_genlaguerre(n, 4, a * r_nodes) for n in range(size)])
    D = np.array([np.zeros_like(r_nodes) if n == 0 else
                  -a * eval_genlaguerre(n - 1, 5, a * r_nodes) for n in range(size)])
    S = (B * pair_weight) @ B.T
    H = (D * pair_weight) @ D.T + (B * pair_weight / r_nodes) @ B.T
    return -Z**2 + eigh(H, S, eigvals_only=True)[0]


free_f_energy = best_correlation_factor(12)
assert abs(free_f_energy - best_correlation_factor(9)) < 1e-5
assert free_f_energy <= energy + 1e-9


def hylleraas_energy(degree, zeta):
    r1, r2, r12, w = perimetric_grid(2 * zeta, 14)
    c1 = (r1**2 + r12**2 - r2**2) / (2 * r1 * r12)
    c2 = (r2**2 + r12**2 - r1**2) / (2 * r2 * r12)
    rows = []
    for i in range(degree + 1):
        for j in range(i + 1):
            for m in range(degree - i - j + 1):
                parts = np.zeros((4, len(r1)))
                for p, q in ((i, j), (j, i)):
                    g = r1**p * r2**q * r12**m
                    parts += np.array([g, (p / r1 - zeta) * g,
                                       (q / r2 - zeta) * g, m / r12 * g])
                rows.append(parts / np.sqrt(np.sum(w * parts[0]**2)))
    V, D1, D2, D12 = np.array(rows).transpose(1, 0, 2)
    S = (V * w) @ V.T
    mixed1, mixed2 = (D1 * w * c1) @ D12.T, (D2 * w * c2) @ D12.T
    K = ((D1 * w) @ D1.T + (D2 * w) @ D2.T + 2 * (D12 * w) @ D12.T
         + mixed1 + mixed1.T + mixed2 + mixed2.T) / 2
    U = (V * w * (-Z / r1 - Z / r2 + 1 / r12)) @ V.T
    return eigh(K + U, S, eigvals_only=True)[0], len(rows)


screened = Z - 5 / 16
assert abs(hylleraas_energy(0, screened)[0] + screened**2) < 1e-10
smaller_reference, smaller_size = hylleraas_energy(3, 1.9)
reference, reference_size = hylleraas_energy(4, 1.9)
assert reference <= smaller_reference < free_f_energy
assert smaller_reference - reference < 1e-3

molecule = gto.M(atom="He 0 0 0", basis="cc-pv5z", verbose=0)
hartree_fock = scf.RHF(molecule).kernel()
assert reference < energy < hartree_fock
recovered = (hartree_fock - energy) / (hartree_fock - reference)

# First node and the density beyond it
search = np.linspace(1, 28, 541)
values = coulomb_wave(search, kappa_best)[0]
crossing = np.where(values[:-1] * values[1:] < 0)[0][0]
node = brentq(lambda r: float(coulomb_wave(r, kappa_best)[0]),
              search[crossing], search[crossing + 1])


def pair_density(r):
    return (r**2 * np.exp(-a * r) * (a**2 * r**2 + 3 * a * r + 3)
            * float(coulomb_wave(r, kappa_best)[0])**2)


tail = quad(pair_density, node, node + 8, epsabs=0, epsrel=1e-6)[0]
tail /= np.sum(pair_weight * coulomb_wave(r_nodes, kappa_best)[0]**2)
assert tail < 1e-10

bare_energy = -Z**2 + np.sum(pair_weight / r_nodes) / np.sum(pair_weight)
ev = physical_constants["Hartree energy in eV"][0]
print(f"nuclear charge Z = {Z:.0f}")
print(f"optimal k = {k_best:.5f} bohr^-1")
print(f"optimal k^2 = {kappa_best:.6f} bohr^-2")
print(f"Coulomb parameter eta = {eta:.5f}")
print(f"separable eigenvalue -Z^2+k^2 = {-Z**2 + kappa_best:.6f} hartree")
print(f"mean neglected cross term = {cross_mean:.6f} hartree")
print(f"Pluvinage energy = {energy:.6f} hartree")
print(f"Pluvinage energy = {energy * ev:.4f} eV")
print(f"direct three-dimensional energy = {direct_energy:.6f} hartree")
print(f"mean (f'/f)^2 contribution = {gradient_mean:.6f} hartree")
print(f"mean electron repulsion = {repulsion_mean:.6f} hartree")
for q, value in zip(scan, scan_energies):
    print(f"energy at k^2 = {q:.1f} bohr^-2: {value:.6f} hartree")
for degrees in (60, 120, 180):
    separation = 2 * np.sin(np.radians(degrees) / 2)
    f, df = coulomb_wave(separation, kappa_best)
    value = cross_ratio(1.0, 1.0, separation, kappa_best)
    print(f"r1=r2=1 bohr, angle {degrees} deg: r12 = {separation:.5f} bohr, "
          f"f = {f:.5f}, f' = {df:.5f} bohr^-1, C psi/psi = {value:.5f} hartree")
print(f"cusp slope f'(0)/f(0) = {cusp:.6f} bohr^-1")
print(f"first node of f = {node:.4f} bohr")
print(f"probability beyond first node = {tail:.2e}")
print(f"long-range error, 180-200 bohr = {near_error:.5f} of amplitude")
print(f"long-range error, 360-400 bohr = {far_error:.5f} of amplitude")
print(f"energy with f=1 = {bare_energy:.6f} hartree")
print(f"best free f(r12), same orbitals = {free_f_energy:.6f} hartree")
print(f"loss from Coulomb-wave choice = {1000 * (energy - free_f_energy):.4f} millihartree")
print(f"RHF/cc-pV5Z energy = {hartree_fock:.6f} hartree")
print(f"Hylleraas energy, {smaller_size} functions = {smaller_reference:.6f} hartree")
print(f"Hylleraas energy, {reference_size} functions = {reference:.6f} hartree")
print(f"Pluvinage energy above larger Hylleraas = {1000 * (energy - reference):.3f} millihartree")
print(f"correlation recovered relative to these levels = {100 * recovered:.2f} percent")
print(f"largest pointwise cross-term discrepancy = {cross_error:.2e} hartree")
print(f"largest direct-energy discrepancy = {max(direct_errors):.2e} hartree")
print("finished without a failed check")
```

Running it gives:

```
nuclear charge Z = 2
optimal k = 0.40537 bohr^-1
optimal k^2 = 0.164325 bohr^-2
Coulomb parameter eta = 1.23344
separable eigenvalue -Z^2+k^2 = -3.835675 hartree
mean neglected cross term = 0.957575 hartree
Pluvinage energy = -2.878099 hartree
Pluvinage energy = -78.3171 eV
direct three-dimensional energy = -2.878101 hartree
mean (f'/f)^2 contribution = 0.134514 hartree
mean electron repulsion = 0.987387 hartree
energy at k^2 = -0.1 bohr^-2: -2.869022 hartree
energy at k^2 = 0.0 bohr^-2: -2.874621 hartree
energy at k^2 = 0.1 bohr^-2: -2.877571 hartree
energy at k^2 = 0.2 bohr^-2: -2.877938 hartree
energy at k^2 = 0.3 bohr^-2: -2.875789 hartree
energy at k^2 = 0.5 bohr^-2: -2.864204 hartree
r1=r2=1 bohr, angle 60 deg: r12 = 1.00000 bohr, f = 1.55319, f' = 0.60304 bohr^-1, C psi/psi = 0.77652 hartree
r1=r2=1 bohr, angle 120 deg: r12 = 1.73205 bohr, f = 2.01734, f' = 0.66220 bohr^-1, C psi/psi = 1.13711 hartree
r1=r2=1 bohr, angle 180 deg: r12 = 2.00000 bohr, f = 2.19712, f' = 0.67922 bohr^-1, C psi/psi = 1.23656 hartree
cusp slope f'(0)/f(0) = 0.500000 bohr^-1
first node of f = 15.8687 bohr
probability beyond first node = 4.37e-24
long-range error, 180-200 bohr = 0.01358 of amplitude
long-range error, 360-400 bohr = 0.00674 of amplitude
energy with f=1 = -2.750000 hartree
best free f(r12), same orbitals = -2.879363 hartree
loss from Coulomb-wave choice = 1.2638 millihartree
RHF/cc-pV5Z energy = -2.861625 hartree
Hylleraas energy, 13 functions = -2.903640 hartree
Hylleraas energy, 22 functions = -2.903709 hartree
Pluvinage energy above larger Hylleraas = 25.610 millihartree
correlation recovered relative to these levels = 39.15 percent
largest pointwise cross-term discrepancy = 3.57e-06 hartree
largest direct-energy discrepancy = 1.92e-06 hartree
finished without a failed check
```
